\section*{Thermal Broadening of Silicon's Optical Phonon by Two-Phonon Decay}

\section{The question}

Silicon's zone-centre optical phonon appears in Raman scattering as a line at $520\ \mathrm{cm^{-1}}$. Suppose that anharmonicity lets this phonon decay in one way only: into two phonons of equal energy, on the same branch, with opposite wavevectors. The parts below ask how the width of the line depends on temperature, and how far the answer can be trusted for a real crystal.

In the algebra $\hbar=1$, so energies and angular frequencies are the same quantity. The optical phonon has energy $\omega_0$ and annihilation operator $a$. The $k$-th pair of product modes has operators $b_k$ and $c_k$, each mode with energy $E_k/2$, so that the pair has energy $E_k$. Different modes commute, and $[a,a^\dagger]=[b_k,b_k^\dagger]=[c_k,c_k^\dagger]=1$. The Hamiltonian is
\begin{equation}
H=\omega_0a^\dagger a+\sum_k\frac{E_k}{2}\left(b_k^\dagger b_k+c_k^\dagger c_k\right)+V,
\end{equation}
\begin{equation}
V=\sum_k g_k\,(a+a^\dagger)(b_k+c_k^\dagger)(c_k+b_k^\dagger),
\end{equation}
with small real $g_k$. The last two brackets are the displacements at wavevectors $q$ and $-q$; each removes a phonon of one wavevector or creates one of the opposite wavevector.

The product modes stay in thermal equilibrium at temperature $T$, with mean occupation
\begin{equation}
n(\omega)=\frac{1}{e^{\omega/k_BT}-1}.
\end{equation}
The couplings, the density of pairs and $\omega_0$ are taken as independent of temperature. The linewidth $\Gamma$ is the full width at half maximum, without instrumental broadening.

\section{Part (a): the equations of motion}

\textbf{Question.} Identify the part of $V$ that can conserve energy. With $B_k=b_kc_k$, derive the equations of motion of $a$ and $B_k$.

\textbf{Answer.} Multiply out the two product-mode brackets, dropping the index for the moment:
\begin{equation}
(b+c^\dagger)(c+b^\dagger)=bc+b^\dagger c^\dagger+b^\dagger b+c^\dagger c+1,
\end{equation}
where $bb^\dagger=b^\dagger b+1$ was used. Under the uncoupled Hamiltonian $a$ varies as $e^{-i\omega_0t}$ and $bc$ as $e^{-iEt}$, while the number operators are constant. The terms multiplying $a$ therefore oscillate as follows: $abc$ at $\omega_0+E$, $a(b^\dagger b+c^\dagger c+1)$ at $\omega_0$, and $ab^\dagger c^\dagger$ at $\omega_0-E$. Only the last frequency can vanish. The other terms cause no steady loss at second order in $g$. The term $abc$ and its conjugate shift the line slightly. The term with the number operators is a static force on the optical mode: it displaces the equilibrium position of that mode, by $-g(1+\langle b^\dagger b\rangle+\langle c^\dagger c\rangle)/\omega_0$ in $\langle a\rangle$ per pair, without changing its frequency at this order. What remains, with its Hermitian conjugate, is
\begin{equation}
V_{\rm res}=\sum_kg_k\left(aB_k^\dagger+a^\dagger B_k\right).
\end{equation}
The first term is the decay, the second the recombination of a pair.

An operator obeys $i\,dO/dt=[O,H]$. For the optical mode, $[a,a^\dagger a]=a$ and $[a,a^\dagger B_k]=B_k$, so
\begin{equation}
i\frac{da}{dt}=\omega_0a+\sum_kg_kB_k. \label{eq:a}
\end{equation}
For a pair, $[bc,b^\dagger b]=bc$ and $[bc,c^\dagger c]=bc$. The two halves of the pair energy add up to $E_k$. Since $B_k$ commutes with $a$, $a^\dagger$ and every other pair, the coupling contributes $g_k[B_k,B_k^\dagger]a$. Thus
\begin{equation}
i\frac{dB_k}{dt}=E_kB_k+g_kF_ka,\qquad F_k=[B_k,B_k^\dagger]. \label{eq:B}
\end{equation}
The commutator is
\begin{align}
F&=bb^\dagger cc^\dagger-b^\dagger b\,c^\dagger c\nonumber\\
&=(b^\dagger b+1)(c^\dagger c+1)-b^\dagger b\,c^\dagger c\nonumber\\
&=1+b^\dagger b+c^\dagger c. \label{eq:F}
\end{align}
For a single oscillator the corresponding commutator would be 1, whatever its excitation. A pair responds more strongly when its modes are already occupied, and this is where temperature enters.

\section{Part (b): from the equations to a linewidth}

\textbf{Question.} The optical mode is given a small mean amplitude at $t=0$, when it is uncorrelated with the product modes. Show that to leading order in the coupling the amplitude decays exponentially, and find $\Gamma$.

\textbf{Answer.} Equation (\ref{eq:B}) is a driven oscillation, with solution
\begin{equation}
B_k(t)=B_k(0)e^{-iE_kt}-ig_k\int_0^te^{-iE_k(t-s)}F_k(s)a(s)\,ds.
\end{equation}
In thermal equilibrium $\langle B_k(0)\rangle=0$, because $b_kc_k$ changes the phonon numbers. The integral already carries one factor $g_k$, and (\ref{eq:a}) supplies another. To order $g^2$, then, $F_k$ may be taken from the uncoupled motion, where it is constant and uncorrelated with $a$. Its mean is
\begin{equation}
\bar F_k=1+2n(E_k/2).
\end{equation}
Write $\langle a(t)\rangle=A(t)e^{-i\omega_0t}$ to remove the fast oscillation. Inserting $B_k$ into (\ref{eq:a}), the two factors $-i$ multiply to $-1$, and with $u=t-s$
\begin{equation}
\frac{dA}{dt}=-\sum_kg_k^2\bar F_k\int_0^te^{-i(E_k-\omega_0)u}A(t-u)\,du.
\end{equation}
Now let the pairs form a continuum with $\rho(E)$ pairs per unit energy, and let $g^2\rho\bar F$ vary little over an energy range $\Gamma$. Contributions of different $E$ then cancel except at times $u$ much shorter than $1/\Gamma$. Over such times $A$ hardly changes, so $A(t-u)$ can be replaced by $A(t)$ and the upper limit by infinity. With
\begin{equation}
\int_0^\infty e^{-ixu}du=\pi\delta(x)-i\,\mathrm{P}\frac1x,
\end{equation}
where P denotes the principal value, the delta function gives a loss and the principal value a small frequency shift. The shift is absorbed into $\omega_0$, which is the observed line position. What is left is
\begin{equation}
\frac{dA}{dt}=-\frac{\Gamma}{2}A,\qquad \Gamma=2\pi g^2\rho\,\bigl[1+2n(\omega_0/2)\bigr], \label{eq:Gamma}
\end{equation}
with $g^2\rho$ taken at $E=\omega_0$.

It remains to confirm that this $\Gamma$ is the full width. At a distance $x$ from the line centre the spectrum is proportional to
\begin{equation}
\mathrm{Re}\int_0^\infty e^{ixt-\Gamma t/2}dt=\mathrm{Re}\,\frac{1}{\Gamma/2-ix}=\frac{\Gamma/2}{x^2+\Gamma^2/4}.
\end{equation}
It falls to half its peak at $x=\pm\Gamma/2$, a full width $\Gamma$. The squared amplitude decays at the rate $\Gamma$, so the lifetime is $\hbar/\Gamma$ once $\hbar$ is restored.

\section{Part (c): the value at 300 K}

\textbf{Question.} Show that the linewidth at 300 K is about 1.8 times its zero-temperature value. Take a zero-temperature width of 0.150 meV and find the width and lifetime at 300 K. Examine the limits of low and high temperature.

\textbf{Answer.} At $T=0$ the occupation vanishes and $\Gamma(0)=2\pi g^2\rho$. The unknown coupling and pair density cancel in the ratio. With $x=\omega_0/2k_BT$,
\begin{equation}
\frac{\Gamma(T)}{\Gamma(0)}=1+\frac{2}{e^x-1}=\frac{e^x+1}{e^x-1}=\coth\frac{x}{2}=\coth\frac{\omega_0}{4k_BT}. \label{eq:ratio}
\end{equation}
The wavenumber $520\ \mathrm{cm^{-1}}$ corresponds to $\omega_0=64.47$ meV, and at 300 K $k_BT=25.85$ meV. Hence
\begin{equation}
x=\frac{64.47}{2\times25.85}=1.247,\qquad n=\frac{1}{e^{1.247}-1}=0.403,
\end{equation}
\begin{equation}
\frac{\Gamma(300\ \mathrm K)}{\Gamma(0)}=1+2\times0.403=1.81.
\end{equation}
The width becomes $0.150\times1.807=0.271$ meV, or $2.19\ \mathrm{cm^{-1}}$. The lifetime falls from 4.39 ps to 2.43 ps.

The thermal factor can be tested without the steps of part (b). The exact quantum evolution of one optical mode coupled to one detuned pair, averaged over Boltzmann weights at 300 K, gives a loss of mean amplitude at order $g^2$. Divided by the loss for an empty pair, it yields 1.8066, in agreement with (\ref{eq:ratio}).

At low temperature $e^{-x}$ is small and the ratio tends to $1+2e^{-x}$: the width levels off at a finite value, because decay needs no phonons to be present beforehand. At 77 K the ratio is 1.016, so a line measured in liquid nitrogen is within 2\% of its zero-temperature width in this model.

At high temperature, $\coth y\simeq1/y+y/3$ with $y=\omega_0/4k_BT$ gives
\begin{equation}
\frac{\Gamma(T)}{\Gamma(0)}\simeq\frac{4k_BT}{\omega_0}+\frac{\omega_0}{12k_BT}.
\end{equation}
The first term is the classical result, proportional to $T$. At 300 K it is 1.60, about 0.20 too low. The second term adds 0.21 and brings the sum to 1.81. Room temperature is thus not yet classical for this phonon, though one correction nearly suffices. At 400 K, a temperature that a working chip can approach, (\ref{eq:ratio}) gives 2.29.

\section{Part (d): a continuum of finite extent}

\textbf{Question.} A numerical model replaces the continuum by equally spaced pair energies, 0.025 meV apart, extending $W=15$ meV to either side of $\omega_0$, and couples one optical excitation to them. Temperature is put in by hand: $g^2\bar F$ is held constant across the band at its value for $E=\omega_0$. Diagonalization gives the amplitude in time, and its Fourier transform, cut off before the recurrence that the discrete levels cause, has full widths of 0.1505 meV at $T=0$ and 0.2725 meV at 300 K. Explain why both lie slightly above the values of part (c).

\textbf{Answer.} Part (b) discarded the variation of the frequency shift across the line. For constant $g^2\rho\bar F=\Gamma/2\pi$ inside the band, the shift at distance $x$ from the centre is
\begin{equation}
\Delta(x)=\frac{\Gamma}{2\pi}\,\mathrm P\!\int_{-W}^{W}\frac{d\epsilon}{x-\epsilon}
=\frac{\Gamma}{2\pi}\ln\frac{W+x}{W-x}\simeq\frac{\Gamma}{\pi W}x .
\end{equation}
It vanishes at the centre by symmetry. (If $g$ alone were constant, $\bar F$ would fall across the band at 300 K and move the peak up by about 0.02 meV, with almost no change of the width.) For $x>0$ the pairs below $x$ push upwards and those above push downwards; equal distances cancel, but more pairs lie below, and the surplus near the far edge of the band gives a net push away from the centre. For $x<0$ the signs are reversed. The spectrum has $x-\Delta(x)$ in place of $x$, so half maximum is reached when $x(1-\Gamma/\pi W)=\pm\Gamma/2$. The full width is
\begin{equation}
\Gamma_{\rm band}=\frac{\Gamma}{1-\Gamma/\pi W}.
\end{equation}
For $\Gamma=0.271$ meV the correction is $0.271/(15\pi)=0.6\%$, which gives 0.273 meV; for 0.150 meV it is 0.3\%, which gives 0.1505 meV. Both agree with the diagonalization. The exponential law thus requires $\Gamma\ll\pi W$, where $W$ measures the range over which the pair continuum is flat. A sharp peak in the pair density close to $\omega_0$ would violate this and distort the line.

\section{Part (e): the reverse process}

\textbf{Question.} A student argues that stimulated emission into two modes multiplies the decay rate by $(1+n)^2$, and that this is the ratio of linewidths. Find the error by writing a rate equation for the mean number $N$ of optical phonons.

\textbf{Answer.} Here $n=n(\omega_0/2)$. The matrix element for decay contains $\sqrt{N(n_b+1)(n_c+1)}$, and that for recombination $\sqrt{(N+1)n_bn_c}$. Squaring them, averaging over independent modes, and writing $\Gamma_0=\Gamma(0)$ for the common golden-rule factor,
\begin{align}
\frac{dN}{dt}&=-\Gamma_0\left[N(1+n)^2-(N+1)n^2\right]\nonumber\\
&=-\Gamma_0\left[(1+2n)N-n^2\right]. \label{eq:rate}
\end{align}
The student's factor is the rate of decay events per phonon. Recombination is also stimulated by the phonons present, and returns a part $n^2N$. An excess of phonons over equilibrium therefore relaxes at the net rate $\Gamma_0(1+2n)$, in agreement with (\ref{eq:Gamma}). At 300 K the student finds 1.97; subtracting $n^2=0.163$ restores 1.81.

The stationary value of (\ref{eq:rate}) provides a check. With $n=1/(e^x-1)$ and $1+2n=(e^x+1)/(e^x-1)$,
\begin{equation}
N=\frac{n^2}{1+2n}=\frac{1}{(e^x-1)(e^x+1)}=\frac{1}{e^{2x}-1}=n(\omega_0).
\end{equation}
The balance leaves the optical phonon at the temperature of the product modes, with $N=0.163/1.807=0.090$ at 300 K. Without recombination $N$ would decay to zero, contrary to thermal equilibrium.

\section{Part (f): unequal products}

\textbf{Question.} Let the products have energies $\omega_1$ and $\omega_2$, with $\omega_1+\omega_2=\omega_0$ and $D=\omega_1-\omega_2$. Show that the equal split gives the smallest thermal growth, and evaluate the ratio at 300 K for a 35/65 split.

\textbf{Answer.} The products now lie on different branches, but the commutator (\ref{eq:F}) is unchanged, and the ratio becomes $R=1+n(\omega_1)+n(\omega_2)$. Put $p=\omega_1/2k_BT$ and $q=\omega_2/2k_BT$. Since $n(\omega_1)=\tfrac12(\coth p-1)$, and likewise for $q$,
\begin{align}
R&=\frac12(\coth p+\coth q)=\frac{\sinh(p+q)}{2\sinh p\,\sinh q}\nonumber\\
&=\frac{\sinh(\omega_0/2k_BT)}{\cosh(\omega_0/2k_BT)-\cosh(D/2k_BT)}. \label{eq:split}
\end{align}
The second form uses the addition theorem for $\sinh(p+q)$; the third uses $2\sinh p\sinh q=\cosh(p+q)-\cosh(p-q)$. Only the last term depends on the split. It is smallest at $D=0$, where the denominator is largest and $R$ smallest. Physically, the softer product gains more thermal phonons than the harder one loses.

For the 35/65 split $D=0.30\,\omega_0=19.3$ meV and (\ref{eq:split}) gives $R=1.96$; the exact evolution described in part (c), repeated for these energies, gives the same value. If several two-phonon channels act together, the total ratio is the mean of their ratios, weighted by their zero-temperature widths. Within the assumptions of the question, 1.81 is therefore a lower bound at 300 K for any mixture of such decays.

\section{Part (g): reading a measured line}

\textbf{Question.} Estimate separately how the ratio 1.81 changes if (i) 3\% of the zero-temperature width comes from decay into three equal phonons; (ii) the spectrometer adds a Gaussian response of full width 0.10 meV, for which numerical convolution gives observed widths of 0.202 meV at $T=0$ and 0.306 meV at 300 K; (iii) the laser heats the spot by 20 K. What does this imply for silicon?

\textbf{Answer.} (i) By the argument of part (e), the net factor for three products is
\begin{equation}
(1+n)^3-n^3=1+3n+3n^2,\qquad n=n(\omega_0/3).
\end{equation}
At 300 K $n=0.771$ and the factor is 5.10. The combined ratio is $0.97\times1.807+0.03\times5.10=1.91$. A channel that is minor at low temperature thus raises the ratio by 5\%. It gains weight on heating, since its factor grows as $T^2$ at high temperature while the two-phonon factor grows as $T$.

(ii) The observed ratio is $0.306/0.202=1.51$, with the same instrument at both temperatures. The spectrometer adds 0.052 meV to the narrow line and 0.035 meV to the broad one, so the narrow line is inflated far more in proportion. An observed ratio below 1.81 does not contradict the bound of part (f), which concerns the line before instrumental broadening.

(iii) At 320 K equation (\ref{eq:ratio}) gives 1.90, an increase of 5\%.

For real silicon, $520\ \mathrm{cm^{-1}}$ is the familiar room-temperature line position, and 0.15 meV is a rough typical size for the low-temperature width. The split, the three-phonon share, the instrument width and the heating are illustrative choices. Silicon does not restrict the decay to an equal split: most of the pairs that satisfy energy and wavevector conservation combine two different acoustic branches, and equal-energy pairs on one branch are a minority. The model of parts (a) to (e) is therefore not the main decay channel of the real crystal, and the pair density of silicon is not flat over the $\pm15$ meV assumed in part (d). For the 35/65 example this moves the ratio from 1.81 to 1.96, or 9\%. The line position also drifts with temperature, but a value of $\omega_0$ higher by 1\% in the occupation changes the ratio only to 1.79. Changes of the coupling and of the pair density with temperature are not estimated here, nor is broadening by free carriers in heavily doped material.

The effects in (i) and (iii) raise the ratio and that in (ii) lowers it, so they can compensate. A measured ratio near 1.8 is consistent with equal-energy decay but does not establish it. A sharper test is to remove the instrumental width, determine the spot temperature, and compare the whole curve $\Gamma(T)$ with (\ref{eq:ratio}). Even this test needs any temperature-independent width (from defects, strain, isotope disorder or imperfect deconvolution) to be known separately: a 35/65 split plus a constant width of about $0.1\,\Gamma(0)$ follows (\ref{eq:ratio}) within 2\% from 20 to 900 K. The numerical output lists the main values used above.

\section*{Calculated quantities}
\begin{verbatim}
phonon wavenumber: 520 cm^-1
phonon energy w0: 64.47 meV
energy of each product phonon: 32.24 meV
temperature: 300 K
thermal energy kT: 25.85 meV
exponent w0/(2kT): 1.2469 (no unit)
occupation n(w0/2): 0.4033 (no unit)
width ratio G(300 K)/G(0): 1.8066 (no unit)
factor from exact dynamics: 1.8066 (no unit)
decay-only factor (1+n)^2: 1.969 (no unit)
reverse factor n^2: 0.163 (no unit)
occupation at w0, thermal sum: 0.0900 (no unit)
occupation at w0, from balance: 0.0900 (no unit)
classical ratio 4kT/w0: 1.604 (no unit)
ratio at 77 K: 1.016 (no unit)
ratio at 400 K: 2.292 (no unit)
chosen width at T=0: 0.150 meV
chosen width at T=0: 1.21 cm^-1
width at 300 K: 0.271 meV
width at 300 K: 2.19 cm^-1
lifetime at T=0: 4.39 ps
lifetime at 300 K: 2.43 ps
continuum decay rate, T=0: 0.1505 meV
continuum spectral width, T=0: 0.1505 meV
continuum decay rate, 300 K: 0.2725 meV
continuum spectral width, 300 K: 0.2725 meV
unequal split, lower energy share: 35 %
ratio for unequal split: 1.964 (no unit)
unequal split, exact dynamics: 1.964 (no unit)
occupation n(w0/3): 0.7714 (no unit)
three-phonon decay factor: 5.100 (no unit)
three-phonon share at T=0: 3 %
ratio with three-phonon share: 1.905 (no unit)
instrument width (Gaussian): 0.10 meV
observed width at T=0: 0.202 meV
observed width at 300 K: 0.306 meV
observed ratio: 1.513 (no unit)
laser heating: 20 K
ratio with laser heating: 1.901 (no unit)
ratio with w0 raised by 1 %: 1.793 (no unit)
\end{verbatim}
